# Why Tersoff silicon with h = −0.598 still forms diamond: a program that tests the result

```python
# RESULT UNDER TEST
# In the Tersoff potential the parameter h is the cosine preferred by ONE pair
# of bonds. Four bonds still choose the tetrahedron (cosine -1/3), and diamond
# is the lowest structure for the 1988 silicon set with h = -0.598. Setting
# h = -1/3 while keeping all other parameters makes diamond lose.
#
# SYMBOLS (energies in eV, lengths in angstrom)
# A, B, LAM, MU : strengths and decay rates of repulsion and attraction
# BETA, N       : bond order b = (1 + (BETA*zeta)^N)^(-1/(2N))
# C, D, H       : g = 1 + C^2/D^2 - C^2/(D^2 + (H - cos)^2)
# LAM3          : decay rate in the bond-length factor of zeta
# R_IN, R_OUT   : start and end of the smooth cutoff
# The energy is a sum of site energies, each fixed by the neighbour vectors.
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize, minimize_scalar, brentq

A, B, LAM, MU = 1830.8, 471.18, 2.4799, 1.7322
BETA, N, C, D, H = 1.1e-6, 0.78734, 1.0039e5, 16.217, -0.59825
LAM3, R_IN, R_OUT = 1.7322, 2.7, 3.0
MASS_U, TEMP = 28.085, 300.0
rng = np.random.default_rng(7)


def cutoff(r):
    s = np.clip((r - R_IN) / (R_OUT - R_IN), 0.0, 1.0)
    return 0.5 + 0.5 * np.cos(np.pi * s)


def g_angle(cosine, h=H):
    return 1 + C**2 / D**2 - C**2 / (D**2 + (h - cosine)**2)


def bond_order(zeta):
    return (1 + (BETA * zeta)**N)**(-1 / (2 * N))


def site_energy(vectors, h=H, lam3=LAM3):
    """Site energy; vectors has shape (..., neighbours, 3)."""
    r = np.linalg.norm(vectors, axis=-1)
    u = vectors / r[..., None]
    cosine = u @ np.swapaxes(u, -1, -2)
    f = cutoff(r)
    stretch = lam3**3 * (r[..., :, None] - r[..., None, :])**3
    weight = np.exp(np.clip(stretch, -200, 50)) * f[..., None, :]
    other = 1 - np.eye(r.shape[-1])
    zeta = np.sum(other * weight * g_angle(cosine, h), axis=-1)
    pair = A * np.exp(-LAM * r) - bond_order(zeta) * B * np.exp(-MU * r)
    return 0.5 * np.sum(f * pair, axis=-1)


def environment(cell, basis):
    """Neighbours of the first atom, nearest distance scaled to 1.
    In every lattice used here all atoms are equivalent by symmetry."""
    cell, basis = np.array(cell, float), np.array(basis, float)
    k = np.arange(-3, 4)
    shifts = np.array(np.meshgrid(k, k, k)).reshape(3, -1).T
    v = (shifts[:, None, :] + basis[None] - basis[0]).reshape(-1, 3) @ cell
    r = np.linalg.norm(v, axis=1)
    v, r = v[r > 1e-8], r[r > 1e-8]
    return v[r < 1.45 * r.min()] / r.min()


def relax(env, h=H, lam3=LAM3):
    """Lowest energy per atom over the nearest distance, and that distance."""
    grid = np.linspace(2.1, 2.98, 89)
    e = site_energy(grid[:, None, None] * env, h, lam3)
    best = grid[np.argmin(e)]
    res = minimize_scalar(lambda x: float(site_energy(x * env, h, lam3)),
                          bounds=(best - 0.012, best + 0.012),
                          method="bounded", options={"xatol": 1e-9})
    return res.fun, res.x


def beta_tin(ratio):
    return environment(np.diag([1, 1, ratio]),
                       [[0, 0, 0], [0, .5, .25], [.5, .5, .5], [.5, 0, .75]])


fcc_basis = [[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]]
dia_basis = fcc_basis + [[x + .25 for x in p] for p in fcc_basis]
s3 = np.sqrt(3)
hexa = np.sqrt(8 / 3)
lattices = {
    "dimer": np.array([[0.0, 0.0, 1.0]]),
    "chain": environment(np.diag([1, 10, 10]), [[0, 0, 0]]),
    "honeycomb": environment([[s3, 0, 0], [s3 / 2, 1.5, 0], [0, 0, 10]],
                             [[0, 0, 0], [1 / 3, 1 / 3, 0]]),
    "diamond": environment(np.eye(3), dia_basis),
    "hex-diamond": environment(
        [[hexa, 0, 0], [-hexa / 2, hexa * s3 / 2, 0], [0, 0, 8 / 3]],
        [[1 / 3, 2 / 3, 0], [2 / 3, 1 / 3, .5],
         [1 / 3, 2 / 3, 3 / 8], [2 / 3, 1 / 3, 7 / 8]]),
    "sc": environment(np.eye(3), [[0, 0, 0]]),
    "bcc": environment(np.eye(3), [[0, 0, 0], [.5, .5, .5]]),
    "fcc": environment(np.eye(3), fcc_basis),
}
ratios = np.linspace(0.45, 0.65, 41)
tin_energies = [relax(beta_tin(q))[0] for q in ratios]
tin_ratio = ratios[int(np.argmin(tin_energies))]
lattices["beta-tin"] = beta_tin(tin_ratio)

print("INPUT: published 1988 silicon set")
print(f"A = {A} eV, B = {B} eV")
print(f"lambda = {LAM}, mu = {MU}, lambda3 = {LAM3} 1/angstrom")
print(f"beta = {BETA}, n = {N}, c = {C:.5g}, d = {D}, h = {H}")
print(f"cutoff from {R_IN} to {R_OUT} angstrom")

# A free pair of bonds chooses arccos(h).
def two_bonds(theta):
    v = 2.3 * np.array([[0, 0, 1], [np.sin(theta), 0, np.cos(theta)]])
    return float(site_energy(v))


free = minimize_scalar(two_bonds, bounds=(1.2, 3.0), method="bounded",
                       options={"xatol": 1e-8})
free_angle = np.degrees(free.x)
assert abs(free_angle - np.degrees(np.arccos(H))) < 0.05
print(f"angle chosen by two free bonds = {free_angle:.2f} deg")
print(f"tetrahedral angle = {np.degrees(np.arccos(-1/3)):.2f} deg")

# Four directions choose the tetrahedron for widely different h.
upper = np.triu_indices(4, 1)
scale = C**2 / D**4


def pair_cosines(flat):
    u = flat.reshape(4, 3)
    u = u / np.linalg.norm(u, axis=1)[:, None]
    return (u @ u.T)[upper]


for h_test in (-1.0, H, -0.1):
    runs = [minimize(lambda x: np.sum(g_angle(pair_cosines(x), h_test) - 1)
                     / scale, rng.normal(size=12), method="BFGS")
            for _ in range(8)]
    best = min(runs, key=lambda z: z.fun)
    cosines = pair_cosines(best.x)
    assert np.max(np.abs(cosines + 1 / 3)) < 1e-3
    print(f"four bonds, h = {h_test:.3f}: mean cosine = {cosines.mean():.4f}")

# Curvature of the summed bond order for the threefold distortion.
def tilted(theta):
    phi = 2 * np.pi * np.arange(3) / 3
    ring = np.stack([np.sin(theta) * np.cos(phi), np.sin(theta) * np.sin(phi),
                     np.full(3, np.cos(theta))], axis=1)
    return np.vstack([[0, 0, 1], ring])


def order_sum(u):
    gg = g_angle(u @ u.T) * (1 - np.eye(4))
    return np.sum(bond_order(gg.sum(axis=1)))


theta0, tilt = np.arccos(-1 / 3), 0.003
change = sum(order_sum(tilted(theta0 + s * tilt)) - order_sum(tilted(theta0))
             for s in (1, -1))
u_square = sum((1 + 3 * np.cos(theta0 + s * tilt))**2 for s in (1, -1))
numeric_curv = change / u_square
x0 = -1 / 3 - H
g1 = 2 * C**2 * x0 / (D**2 + x0**2)**2
g2 = 2 * C**2 * (D**2 - 3 * x0**2) / (D**2 + x0**2)**3
zeta_dia = 3 * g_angle(-1 / 3)
y = BETA * zeta_dia
b1 = -0.5 * BETA * y**(N - 1) * (1 + y**N)**(-1 / (2 * N) - 1)
b2 = b1 * BETA * ((N - 1) / y - (N + 0.5) * y**(N - 1) / (1 + y**N))
formula_curv = b1 * (g1 + 2 * g2 / 3) + 2 * b2 * g1**2 / 3
assert abs(numeric_curv / formula_curv - 1) < 0.01
assert formula_curv < 0 and b1 * g2 < 0
print(f"T2 curvature of summed b: direct = {numeric_curv:.4f}")
print(f"T2 curvature of summed b: formula = {formula_curv:.4f}")

# Relaxed lattices, compared with the equal-bond formula where it applies.
r_dimer = np.log(A * LAM / (B * MU)) / (LAM - MU)
depth = B * np.exp(-MU * r_dimer) * (1 - MU / LAM)
power = LAM / (LAM - MU)
print(f"dimer: length = {r_dimer:.4f} angstrom, depth D = {depth:.4f} eV")
print(f"exponent lambda/(lambda-mu) = {power:.4f}")
print("LATTICES: Z, beta*zeta, b (first shell, no cutoff);")
print("relaxed length in angstrom, energy in eV/atom")
energy, length = {}, {}
for name, env in lattices.items():
    energy[name], length[name] = relax(env)
    if name == "beta-tin":
        print(f"beta-tin 4+2: {length[name]:.4f}, {energy[name]:.4f}")
        continue
    shell = env[np.linalg.norm(env, axis=1) < 1.001]
    z = len(shell)
    zeta = np.sum(g_angle(shell[1:] @ shell[0]))
    b = bond_order(zeta)
    if name != "fcc":
        assert abs(energy[name] + z / 2 * depth * b**power) < 1e-6
        assert abs(length[name] - r_dimer + np.log(b) / (LAM - MU)) < 1e-4
    print(f"{name}: {z}, {BETA*zeta:.5f}, {b:.4f};"
          f" {length[name]:.4f}, {energy[name]:.4f}")
print(f"beta-tin c/a (searched 0.45 to 0.65) = {tin_ratio:.3f}")
assert abs(energy["diamond"] - energy["hex-diamond"]) < 1e-9
rivals = [k for k in energy if k not in ("diamond", "hex-diamond")]
nearest = min(rivals, key=energy.get)
gap = energy[nearest] - energy["diamond"]
assert gap > 0
tin_plain = min(relax(beta_tin(q), lam3=0.0)[0] for q in ratios)
assert tin_plain > energy["diamond"]
second = length["diamond"] * np.sqrt(8 / 3)
assert second > R_OUT
print(f"second neighbours in diamond at {second:.3f} angstrom")
print(f"nearest competitor: {nearest}, gap = {gap:.4f} eV/atom")
print(f"beta-tin with lambda3 = 0: {tin_plain:.4f} eV/atom")

# Search for any single-atom environment below the tetrahedral one.
def site_with_gradient(flat, lam3):
    m, step = flat.size, 1e-5
    moves = np.vstack([np.zeros(m), step * np.eye(m), -step * np.eye(m)])
    e = site_energy((flat + moves).reshape(2 * m + 1, -1, 3), H, lam3)
    return e[0], (e[1:m + 1] - e[m + 1:]) / (2 * step)


for lam3 in (LAM3, 0.0):
    lowest, crowded = np.inf, np.inf
    for count in (2, 3, 4, 5, 6, 7, 8, 10, 12):
        for _ in range(8):
            v = rng.normal(size=(count, 3))
            v *= (rng.uniform(2.25, 2.7, count)
                  / np.linalg.norm(v, axis=1))[:, None]
            res = minimize(site_with_gradient, v.ravel(), args=(lam3,),
                           jac=True, method="L-BFGS-B",
                           options={"maxiter": 150})
            radii = np.linalg.norm(res.x.reshape(-1, 3), axis=1)
            lowest = min(lowest, res.fun)
            if np.sum(cutoff(radii)) > 4.5:
                crowded = min(crowded, res.fun)
    assert abs(lowest - energy["diamond"]) < 1e-4
    assert crowded > energy["diamond"]
    print(f"site search, lambda3 = {lam3}: lowest = {lowest:.4f} eV")
    print(f"  lowest with over 4.5 neighbours = {crowded:.4f} eV")

# Change h alone.
names = ("honeycomb", "diamond", "sc", "bcc", "fcc")
print("CHANGING h ALONE, eV/atom: " + ", ".join(names))
winner = {}
for h_test in (-0.8, H, -0.5, -1 / 3):
    row = {k: relax(lattices[k], h_test)[0] for k in names}
    winner[h_test] = min(row, key=row.get)
    print(f"h = {h_test:.3f}: " + ", ".join(f"{row[k]:.3f}" for k in names)
          + f"; lowest {winner[h_test]}")
assert winner[-0.8] == winner[H] == "diamond"
assert winner[-1 / 3] != "diamond"


def margin(h_test):
    dense = min(relax(lattices[k], h_test)[0] for k in ("sc", "bcc", "fcc"))
    return dense - relax(lattices["diamond"], h_test)[0]


h_cross = brentq(margin, H, -1 / 3, xtol=1e-6)
print(f"diamond loses above h = {h_cross:.4f},"
      f" angle {np.degrees(np.arccos(h_cross)):.2f} deg")

# Shear stiffness at small and moderate tetragonal strain.
def stiffness(strain, h_test):
    e0, d0 = relax(lattices["diamond"], h_test)
    total = 0.0
    for e in (strain, -strain):
        deform = np.diag([1 + e, 1 + e, (1 + e)**-2])
        total += site_energy(d0 * lattices["diamond"] @ deform, h_test) - e0
    return total / strain**2


for h_test in (H, -1 / 3):
    soft, stiff = stiffness(0.02, h_test), stiffness(2e-4, h_test)
    print(f"h = {h_test:.3f}: shear stiffness at strain 0.0002 ="
          f" {stiff:.2f} eV/atom")
    print(f"  ratio, strain 0.02 to 0.0002 = {soft/stiff:.3f}")
    if h_test == H:
        assert abs(soft / stiff - 1) < 0.1
    else:
        assert soft / stiff < 0.6

# Neglected vibrations: one atom moves while all others stay fixed.
bonds = length["diamond"] * lattices["diamond"]


def moved(shift):
    total = site_energy(bonds - shift)
    for j in range(4):
        around = -bonds.copy()
        around[j] += shift
        total += site_energy(around)
    return total


def spring(direction, step=0.003):
    x = step * np.array(direction) / np.linalg.norm(direction)
    return (moved(x) + moved(-x) - 2 * moved(0 * x)) / step**2


k_spring = spring([1, 0, 0])
assert abs(spring([1, 1, 1]) / k_spring - 1) < 0.01
omega = np.sqrt(k_spring * const.e / const.angstrom**2
                / (MASS_U * const.atomic_mass))
quantum = const.hbar * omega / const.e
kt = const.k * TEMP / const.e


def free_vib(w):
    return 3 * (w / 2 + kt * np.log1p(-np.exp(-w / kt)))


shift = free_vib(quantum) - free_vib(quantum / 2)
assert 0 < shift < gap
print(f"NEGLECTED: Einstein quantum = {quantum:.4f} eV (mass {MASS_U} u)")
print(f"zero-point energy = {1.5*quantum:.4f} eV/atom")
print(f"free-energy shift, half frequency, {TEMP:.0f} K ="
      f" {shift:.4f} eV/atom")
print("finished without a failed check")
```

It prints:

```
INPUT: published 1988 silicon set
A = 1830.8 eV, B = 471.18 eV
lambda = 2.4799, mu = 1.7322, lambda3 = 1.7322 1/angstrom
beta = 1.1e-06, n = 0.78734, c = 1.0039e+05, d = 16.217, h = -0.59825
cutoff from 2.7 to 3.0 angstrom
angle chosen by two free bonds = 126.74 deg
tetrahedral angle = 109.47 deg
four bonds, h = -1.000: mean cosine = -0.3333
four bonds, h = -0.598: mean cosine = -0.3333
four bonds, h = -0.100: mean cosine = -0.3333
T2 curvature of summed b: direct = -0.2359
T2 curvature of summed b: formula = -0.2359
dimer: length = 2.2952 angstrom, depth D = 2.6660 eV
exponent lambda/(lambda-mu) = 3.3167
LATTICES: Z, beta*zeta, b (first shell, no cutoff);
relaxed length in angstrom, energy in eV/atom
dimer: 1, 0.00000, 1.0000; 2.2952, -1.3330
chain: 2, 0.02586, 0.9658; 2.3416, -2.3758
honeycomb: 3, 0.00310, 0.9933; 2.3041, -3.9114
diamond: 4, 0.03374, 0.9583; 2.3521, -4.6296
hex-diamond: 4, 0.03374, 0.9583; 2.3521, -4.6296
sc: 6, 0.25501, 0.8300; 2.5444, -4.3110
bcc: 8, 0.47553, 0.7549; 2.6712, -4.1969
fcc: 12, 0.91641, 0.6579; 2.7559, -3.8677
beta-tin 4+2: 2.5325, -4.3017
beta-tin c/a (searched 0.45 to 0.65) = 0.525
second neighbours in diamond at 3.841 angstrom
nearest competitor: sc, gap = 0.3186 eV/atom
beta-tin with lambda3 = 0: -4.3017 eV/atom
site search, lambda3 = 1.7322: lowest = -4.6296 eV
  lowest with over 4.5 neighbours = -4.4826 eV
site search, lambda3 = 0.0: lowest = -4.6296 eV
  lowest with over 4.5 neighbours = -4.4568 eV
CHANGING h ALONE, eV/atom: honeycomb, diamond, sc, bcc, fcc
h = -0.800: -3.528, -3.837, -3.400, -3.141, -2.717; lowest diamond
h = -0.598: -3.911, -4.630, -4.311, -4.197, -3.868; lowest diamond
h = -0.500: -3.999, -4.975, -4.741, -4.716, -4.545; lowest diamond
h = -0.333: -3.802, -5.331, -5.303, -5.473, -5.632; lowest fcc
diamond loses above h = -0.3964, angle 113.35 deg
h = -0.598: shear stiffness at strain 0.0002 = 50.39 eV/atom
  ratio, strain 0.02 to 0.0002 = 0.998
h = -0.333: shear stiffness at strain 0.0002 = 441.77 eV/atom
  ratio, strain 0.02 to 0.0002 = 0.403
NEGLECTED: Einstein quantum = 0.0484 eV (mass 28.085 u)
zero-point energy = 0.0725 eV/atom
free-energy shift, half frequency, 300 K = 0.0619 eV/atom
finished without a failed check
```
